# Stationary Step-Density Waves in Step Flow under Complete Condensation

A step-flow calculation has to place its observation window. If the surface carries a smooth ripple in step density, should the window travel with the steps or stay at rest in the laboratory? The answer depends on how the step flux varies with density. When every deposited atom ends in a step, it does not vary, and the window should stay at rest. The notes below establish this for equal terraces, extend it to ripples, and find what spoils it.

## 1. Equal terraces

Straight, parallel steps of one sign stand at \(x_n\), with \(n\) increasing towards \(+x\). The surface descends towards \(+x\), so growing steps advance towards \(+x\). The terrace width is \(l\), the step density \(\rho=1/l\), and \(F\) the uniform deposition rate in layers per unit time. Complete condensation means that no atom desorbs. I also assume that no islands form and that atoms do not cross a step without joining it.

A step that advances by \(\delta x\) uses one full layer over the length \(\delta x\). Each terrace receives \(Fl\) per unit time and unit step length. If half goes to each bounding step, every step collects \(Fl/2\) from either side:

\[
v=\tfrac12Fl+\tfrac12Fl=Fl,\qquad J=\rho v=F .
\]

Here \(J\) is the number of steps passing a fixed point per unit time. Dense steps are slow and sparse steps fast, in just the proportion that keeps \(J\) fixed.

Now let the density vary slowly. Steps are neither created nor destroyed, so the number between two points changes by inflow minus outflow:

\[
\partial_t\rho+\partial_xJ=0 .
\]

If \(J\) depends on position through the local density alone, the chain rule gives \(\partial_t\rho+c\,\partial_x\rho=0\) with

\[
c=\frac{dJ}{d\rho}=v+\rho\frac{dv}{d\rho}
=\frac F\rho-\rho\frac F{\rho^2}=0 .
\]

The height picture says the same. Each passing step raises the surface by one layer, so the height \(h\), in layers, obeys \(\partial_th=J=F\). The whole surface rises at one rate and its slope pattern stays in place.

## 2. Does the equal split matter?

Let \(\theta(s)\) be the adatom coverage in excess of its equilibrium value, with \(0<s<l\) on a terrace and \(D\) the diffusivity. Diffusion is taken as quasi-static, meaning fast compared with step motion. The step at \(s=0\) is reached from its lower terrace, with attachment length \(d_+\); the step at \(s=l\) is reached from its upper terrace, with attachment length \(d_-\). A perfect sink has length zero. Then

\[
D\theta''+F=0,\qquad \theta(0)=d_+\theta'(0),\qquad \theta(l)=-d_-\theta'(l).
\]

Integrating twice, with \(b=\theta'(0)\),

\[
\theta'=b-\frac{Fs}{D},\qquad \theta=bd_++bs-\frac{Fs^2}{2D}.
\]

The condition at \(s=l\) becomes

\[
-d_-\Big(b-\frac{Fl}{D}\Big)=bd_++bl-\frac{Fl^2}{2D}
\;\Rightarrow\;
b\,(l+d_++d_-)=\frac{Fl}{D}\Big(\frac l2+d_-\Big).
\]

The flow into the step at \(s=0\) is \(Db=pFl\), where

\[
p=\frac{l/2+d_-}{l+d_++d_-}.
\]

The flow into the other step is \(-D\theta'(l)=Fl-Db=(1-p)Fl\). In a uniform train each step collects \(pFl\) from the terrace ahead and \((1-p)Fl\) from the terrace behind, so again \(v=Fl\) and \(J=F\). Even for \(d_-\to\infty\), where \(p\to1\) and all atoms come from ahead, the flux is unchanged. The split will matter once neighbouring terraces differ.

## 3. A ripple of finite amplitude

At leading order in gradients each step moves at its local speed, \(dx_n/dt=F/\rho(x_n)\). Define \(N(x)=\int_0^x\rho\,dx'\) and place the steps initially so that \(N(x_n)=n\). Then

\[
\frac{d}{dt}N(x_n)=\rho(x_n)\frac{F}{\rho(x_n)}=F
\quad\Rightarrow\quad N(x_n(t))=n+Ft .
\]

At time \(t\) the label found at \(x\) is \(n=N(x)-Ft\), and the density \(\partial n/\partial x=\rho(x)\) is the initial one. After a time \(1/F\) each step stands where the next one began. The amplitude need not be small, and at this order the profile does not steepen, because \(c=0\) at every density. The density must, however, change little from one step to the next, even where the steps are sparsest.

## 4. The first gradient correction

Unequal attachment drives a net adatom current. Along a terrace the current towards \(+x\) is \(-D\theta'=-pFl+Fs\), with mean

\[
j=-pFl+\tfrac12Fl=-F\,G(l),\qquad
G=l\Big(p-\tfrac12\Big)=\frac{l\,(d_--d_+)}{2(l+d_++d_-)} .
\]

With adatom storage neglected, conservation of material reads \(\partial_th+\partial_xj=F\), so \(J=F-\partial_xj\). The density equation becomes \(\partial_t\rho=\partial_x^2j=-F\,\partial_x^2G\). Since \(l=1/\rho\), \(\partial_xG=G'\partial_xl=-G'l^2\partial_x\rho\), and

\[
\partial_t\rho=\partial_x\big(Fl^2G'\,\partial_x\rho\big),\qquad
G'=\frac{(d_--d_+)(d_++d_-)}{2(l+d_++d_-)^2}
=\frac{d_-^2-d_+^2}{2(l+d_++d_-)^2}.
\]

A ripple decays in place if \(d_->d_+\), the usual sense of a step-edge barrier, and grows if \(d_-<d_+\). Complete condensation therefore removes the kinematic motion, but does not by itself preserve the amplitude.

## 5. Discrete steps: how smooth is smooth?

Let \(l_n=x_{n+1}-x_n\). Since \(lp=l/2+G\) and \(l(1-p)=l/2-G\),

\[
\frac{dx_n}{dt}=F\Big[\frac{l_n+l_{n-1}}2+G(l_n)-G(l_{n-1})\Big].
\]

Insert \(x_n=nl+Flt+u_n\) and keep first order in \(u_n\):

\[
\frac{du_n}{dt}=F\Big[\frac{u_{n+1}-u_{n-1}}2+G'(u_{n+1}-2u_n+u_{n-1})\Big].
\]

For \(u_n\propto e^{iqn+\sigma t}\), where \(q\) is the phase change per step,

\[
\sigma=F\big[i\sin q-2G'(1-\cos q)\big].
\]

The real part gives the decay rate

\[
\Gamma=F(1-\cos q)\frac{d_-^2-d_+^2}{(l+d_++d_-)^2},
\]

which for small \(q\) is \(Fl^2G'k^2\) with \(k=q/l\), as in section 4. If \(d_-<d_+\), \(\Gamma\) is negative and largest in size at \(q=\pi\), so neighbouring steps pair up faster than a long ripple grows. For the drift, write the phase in laboratory coordinates with \(n=(x-Flt)/l\):

\[
qn+Ft\sin q=k\Big[x-Fl\Big(1-\frac{\sin q}{q}\Big)t\Big].
\]

The ripple thus moves at

\[
c_q=v\Big(1-\frac{\sin q}{q}\Big)\approx\frac{vq^2}{6},
\]

whatever the attachment lengths. Long ripples are nearly at rest. At the opposite limit, \(q=\pi\), wide and narrow terraces alternate and \(c_q=v\): the pattern travels with the steps. The stationary result belongs to ripples many steps long.

**Finite amplitude, equal attachment.** Now \(dx_n/dt=F(x_{n+1}-x_{n-1})/2\). Write \(x_n=X(m,t)\) with \(m=n+Ft\). The left side is \(FX_m+X_t\) and the right side \(F(X_m+X_{mmm}/6+\dots)\), so

\[
X_t=\tfrac16FX_{mmm}.
\]

At fixed \(x\), \(X_m(n_t+F)+X_t=0\), so the step flux \(J=-n_t\) is

\[
J=F\Big(1+\frac{X_{mmm}}{6X_m}\Big).
\]

Take \(\rho=(1+A\cos kx)/l\), where \(l\) is now the mean width. With \(\varphi=kx\), \(M=qm\) and \(S=1+A\cos\varphi\), the initial profile obeys \(M=\varphi+A\sin\varphi\). Hence \(\varphi_M=1/S\) and \(\varphi_{MM}=A\sin\varphi/S^3\). Where \(\sin\varphi=0\), one more derivative gives \(\varphi_{MMM}=A\cos\varphi/S^4\). At the densest and sparsest points, therefore,

\[
\frac JF=1+\frac{q^2}{6}\,\frac{A\cos\varphi}{S^3}.
\]

At the sparsest point the correction is \(-q^2A/[6(1-A)^3]\), so a ripple with \(A\) near 1 needs far more steps per wavelength to stay at rest.

The drift follows from the fundamental \(a=\langle e^{-i\varphi}\rangle_M\), averaged over steps. Initially \(a=\langle S\cos\varphi\rangle_\varphi=A/2\). Since \(\varphi_t=Fq^3\varphi_{MMM}/6\), two integrations by parts give

\[
\dot a=-\frac{iFq^3}{6}\langle\varphi_{MMM}e^{-i\varphi}\rangle_M
=\frac{iFq^3}{12}\langle\varphi_M^3e^{-i\varphi}\rangle_M
=\frac{iFq^3}{12}\Big\langle\frac{\cos\varphi}{S^2}\Big\rangle_\varphi .
\]

Differentiating \(\langle1/S\rangle_\varphi=(1-A^2)^{-1/2}\) with respect to \(A\) gives \(\langle\cos\varphi/S^2\rangle_\varphi=-A(1-A^2)^{-3/2}\). Comparison with \(\dot a=-ikca\) yields the initial drift speed

\[
c=\frac{vq^2}{6}(1-A^2)^{-3/2}.
\]

## 6. Letting atoms desorb

To see what complete condensation contributes, give adatoms a lifetime \(\tau\), with \(\lambda=\sqrt{D\tau}\), and make the steps perfect sinks. Let \(F\) now be net of equilibrium evaporation. The solution of \(D\theta''-\theta/\tau+F=0\) is

\[
\theta=F\tau\left[1-\frac{\cosh((s-l/2)/\lambda)}{\cosh(l/2\lambda)}\right],
\qquad D\theta'(0)=F\lambda\tanh\frac l{2\lambda}.
\]

Two equal sides give \(v=2F\lambda\tanh y\), with \(y=l/2\lambda=1/(2\lambda\rho)\). Because \(dy/d\rho=-y/\rho\),

\[
c=\frac{d(\rho v)}{d\rho}=2F\lambda\big(\tanh y-y\,\mathrm{sech}^2y\big),
\qquad
\frac cv=1-\frac{2y}{\sinh2y}=1-\frac{l/\lambda}{\sinh(l/\lambda)}.
\]

For \(l\ll\lambda\) this tends to \(l^2/6\lambda^2\), and the wave is again at rest. For \(l\gg\lambda\) each step collects from a strip of fixed width, \(v\) no longer depends on density, and \(c\to v\). The ratio is 0.0017, 0.149, 0.449 and 0.933 at \(l/\lambda=0.1,1,2,5\). Moreover \(dc/dy=4F\lambda y\,\mathrm{sech}^2y\tanh y>0\), so sparse regions move faster than dense ones and a ripple steepens. At leading order in gradients, both the motion and this steepening disappear when desorption is switched off; the slower drift and distortion due to discrete steps (sections 5 and 7) remain.

## 7. Numbers for vicinal Si(111)

The inputs are rough typical values for molecular-beam growth: 1050 K, a 2° miscut and 0.02 bilayers/s. With a bilayer height of 0.3135 nm,

\[
l=\frac{0.3135}{\tan2^\circ}=8.98\ \text{nm},\qquad
v=0.02\times8.98=0.180\ \text{nm/s}.
\]

The ripple has 40 steps per wavelength (359 nm) and \(A=0.3\), with equal attachment. Local speeds are \(0.1795/1.3=0.138\) nm/s where steps are densest and \(0.1795/0.7=0.256\) nm/s where they are sparsest. Yet during 10 bilayers the integrated step train sends 10.006 steps past the dense point and 9.966 past the sparse one. The flux formula accounts for the small differences. With \(q=2\pi/40\), \(q^2/6=0.00411\), and the predicted counts are

\[
10\Big(1+0.00411\,\frac{0.3}{1.3^3}\Big)=10.006,\qquad
10\Big(1-0.00411\,\frac{0.3}{0.7^3}\Big)=9.964 .
\]

In \(40/0.02=2000\) s the steps advance one wavelength, 359 nm, while 12.5 nm of film grows. The ripple drifts 1.69 nm, under a fifth of a terrace. The small-amplitude law gives 1.475 nm; the factor \((1-0.09)^{-3/2}=1.152\) raises this to 1.70 nm.

The density fundamental falls to 0.9996 of its initial value although equal attachment gives no damping. In that case the step equation is linear in the positions and \(\sigma\) is imaginary, so each displacement harmonic keeps its amplitude. Their relative phases change, which redistributes the density among its harmonics. The second harmonic slips against the first at the rate \(F(2\sin q-\sin2q)\approx Fq^3\), and higher ones slip faster, so the shape changes more than the fundamental suggests. Here the largest density gradient grows by a factor 1.4 in one crossing and 2.8 in ten. With 40 steps per wavelength and no step repulsion, neighbouring steps meet within about seven crossings for \(A=0.6\) and within a quarter of a crossing for \(A=0.8\).

A separate test varied the wavelength at fixed \(A=0.3\), with equal attachment, while the steps crossed 0.77 of it. The largest position error of the stationary solution was 0.062 terrace widths for 100 steps per wavelength and 0.032 for 200. It halves because the error rate scales as \(q^2\) while the crossing time scales as \(1/q\).

## 8. What the model leaves out

**Desorption.** Assumed energies of 1.1 eV for diffusion and 3.0 eV for desorption, with an attempt rate \(\nu=10^{13}\) s\(^{-1}\) and hop length \(a=0.384\) nm, enter through \(D=\tfrac14a^2\nu e^{-1.1\,\text{eV}/k_BT}\) and \(\tau=\nu^{-1}e^{3.0\,\text{eV}/k_BT}\). They give \(D=1.9\times10^6\) nm²/s and \(\tau=25\) s, hence \(\lambda=7.0\) µm. For perfect sinks, \(c/v=l^2/6\lambda^2=2.8\times10^{-7}\). Lowering the desorption energy by 0.5 eV at fixed \(D\) would multiply this by \(e^{0.5/0.0905}\approx250\), still below \(10^{-4}\).

**Step motion during diffusion.** In the frame of the steps, \(D\theta''+v\theta'+F=0\). For perfect sinks, multiplying by \(l-s\) and integrating gives \(-lD\theta'(0)+vl\bar\theta+Fl^2/2=0\). With \(v=Fl\) this means \(p=\tfrac12+\bar\theta\). The mean of the quasi-static \(\theta=Fs(l-s)/2D\) is \(\bar\theta=Fl^2/12D=7\times10^{-8}\), a negligible shift.

**Edge barrier.** If a barrier \(E\) slows the last hop by \(e^{-E/k_BT}\), that hop resists the flow like a length \(ae^{E/k_BT}\) instead of \(a\), so \(d_-=a(e^{E/k_BT}-1)\), with hop length \(a=0.384\) nm. For \(d_+=0\), assumed barriers of 0.05 and 0.20 eV give \(d_-=0.28\) and 3.1 nm. For a ripple of small amplitude, the loss while the steps cross one wavelength is 0.05 % and 3.2 %. The loss accumulates over further crossings. For steps along close-packed rows of a triangular lattice the row spacing \(a\sqrt3/2\) replaces \(a\) in \(d_-\), which lowers the 0.20 eV values to 2.7 nm and 2.6 %.

**Islands.** With atom density \(n_0\) per bilayer and an assumed capture number of 4, adatom pairs form at the rate \(4Dn_0^2\langle\theta_{\rm tot}^2\rangle\) per area, where \(\theta_{\rm tot}\) includes the equilibrium coverage. Between perfect sinks, and if no pair ever dissolved, this would give 0.07 nuclei per area \(l^2\) per bilayer at the mean terrace width. Where the ripple is sparsest, terraces are \(1/0.7\) times as wide, and the same estimate gives about 0.5 per square of the local width. An edge barrier of 0.20 eV raises the two figures to about 0.17 and 1.0, because atoms stay longer on the terrace. All these figures are pessimistic if pairs break up, and the neglect of islands in the sparse regions relies on that. Between perfect sinks, the part of \(\langle\theta_{\rm tot}^2\rangle\) quadratic in \(F\) is \(F^2l^4/120D^2\), so its contribution scales as \(Fl^6/D\). Halving the miscut at fixed rate and temperature multiplies this part by about 64, and the whole estimate, which also contains the equilibrium adatoms, by about 46.

**Step repulsion.** An energy \(B/l_n^2\) per unit step length raises the chemical potential of step \(n\) by \(\mu_n=(2B/n_0)(l_n^{-3}-l_{n-1}^{-3})\). To first order \(\mu_n/k_BT=-3\beta(u_{n+1}-2u_n+u_{n-1})/l\), with \(\beta=2B/(n_0l^3k_BT)\). The equilibrium coverage \(\theta_{\rm eq}\) at each step shifts by this fraction, and diffusion between perfect sinks damps the ripple at the rate \(3\beta D\theta_{\rm eq}(2-2\cos q)^2/l^2\). The assumed desorption energy and an assumed sublimation energy of 4.6 eV give \(\theta_{\rm eq}=e^{-1.6\,\text{eV}/k_BT}=2\times10^{-8}\). For \(B=0.05\) eV nm the exponent over 2000 s is then \(2\times10^{-7}\). It is proportional to \(D\theta_{\rm eq}\), so a surface with far more mobile adatoms needs a new estimate.

**The real surface.** The miscut is large compared with that of a nominally flat wafer, and the deposition is slow; both favour step flow. At 1050 K, however, clean Si(111) is below the transition from its 7×7 to its 1×1 structure. Depending on the miscut direction, a vicinal surface can then separate into flat facets and bunched steps. The evenly spaced train of single-bilayer steps is therefore an assumption of this example. An edge barrier of 0.20 eV would reduce the ripple by a few per cent per crossing. The effect of any islands on the ripple has not been computed. Real steps also meander, deposition is noisy, and a direct heating current can push adatoms along the surface. These lie outside this one-dimensional model and are not sized. Within its conditions, the window belongs at rest in the laboratory, for ripples whose density changes little from step to step and for attachment with \(d_-\ge d_+\), provided nearly every atom joins a step before it can desorb. For perfect sinks this means terraces much narrower than \(\lambda\); a barrier at one edge raises \(c/v\) by up to a factor of four, and slow attachment at both edges, \(d_+=d_-=d\), adds about \(ld/2\lambda^2\). The rule also has a time limit. The drift \(vq^2/6\) moves the ripple one wavelength in about \(6/q^2\) crossings, some 240 for 40 steps per wavelength. A ripple of finite amplitude keeps its shape only while the deposited thickness \(Ft\) is well below \(q^{-3}\), about 260 layers here, and for a shorter time at larger \(A\). The numerical output below lists the remaining values; its `d_up` is \(d_-\) and its `lam` is \(\lambda\).

## Values computed for the example and the checks

```
INPUTS (rough typical values for Si(111))
temperature = 1050 K, kT = 0.0905 eV
miscut = 2.0 degree, deposition = 0.020 bilayer/s
lattice constant = 0.543 nm, attempt rate = 1.0e+13 1/s
diffusion barrier = 1.1 eV
adatom desorption energy = 3.0 eV
sublimation energy = 4.6 eV
step repulsion coefficient = 0.05 eV nm
dimer capture number = 4
steps per wavelength = 40, density amplitude = 0.30
STEP FLOW
bilayer height = 0.3135 nm, hop length = 0.3840 nm
mean terrace width = 8.977 nm
wavelength = 359.1 nm
mean step speed = 0.1795 nm/s
speed in densest region = 0.1381 nm/s
speed in sparsest region = 0.2565 nm/s
steps past dense point in 10 bilayers = 10.006
steps past sparse point in 10 bilayers = 9.966
time to cross one wavelength = 2000 s
film grown in that time = 12.54 nm
mean step advance in that time = 359.1 nm
ripple drift in that time, simulated = 1.694 nm
ripple drift, small-amplitude law = 1.475 nm
small-amplitude drift speed = 7.375e-04 nm/s
fundamental amplitude, final/initial = 0.99957
NEGLECTED EFFECTS
adatom diffusivity = 1.935e+06 nm^2/s
adatom desorption time = 25.08 s
desorption-limited diffusion length = 6.97 um
desorption wave speed / step speed = 2.77e-07
sublimation / deposition = 4.17e-08
equilibrium adatom coverage = 2.09e-08 bilayer
mean growth adatom coverage = 6.94e-08 bilayer
Peclet number = 8.33e-07, share shift = 6.94e-08
irreversible dimers per l^2 per bilayer = 0.070
edge barrier 0.05 eV: d_up = 0.283 nm, amplitude loss per transit = 0.046 %
edge barrier 0.20 eV: d_up = 3.117 nm, amplitude loss per transit = 3.219 %
repulsion strength beta = 9.75e-05
repulsion damping exponent per transit = 1.78e-07
CONTRAST AND CONVERGENCE
l/lam = 0.1: wave speed/step speed = 0.00166
l/lam = 1.0: wave speed/step speed = 0.14908
l/lam = 2.0: wave speed/step speed = 0.44856
l/lam = 5.0: wave speed/step speed = 0.93262
l/lam = 10.0: wave speed/step speed = 0.99909
profile error, 100 steps/wavelength = 0.0623 terrace widths
profile error, 200 steps/wavelength = 0.0316 terrace widths
```
